# Wall force and mean potential gradient for a state bound against a hard wall

An electron of constant mass $m$, confined to $z>0$ by a hard wall at $z=0$ and held there by a potential energy $V(z)$, obeys in every bound state

$$\frac{\hbar^2}{2m}\,\psi'(0)^2=\int_0^\infty \psi^2\,\frac{dV}{dz}\,dz\equiv\langle V'\rangle. \tag{1}$$

The left side, called $S$ below, is the force the wall exerts on the electron. It is also the rate at which the energy rises when the wall is pushed into the semiconductor with $V$ held fixed. This rate sets the part of interface-roughness scattering in a channel that comes from the displacement of the wall, and (1) replaces a slope at one point by an average over the whole state.

The assumptions are these. The wavefunction solves

$$-\frac{\hbar^2}{2m}\psi''+(V-E)\psi=0,\qquad \psi(0)=0, \tag{2}$$

and is normalized on $z>0$. It can be taken real, since a bound state in one dimension is nondegenerate. The potential $V$ describes the semiconductor alone; the wall enters through the boundary condition and is not part of $V'$. At large $z$ both $\psi'^2$ and $(V-E)\psi^2$ vanish. At the wall $V$ is finite, or diverges no faster than $1/z$. Nothing requires $V$ to be monotonic or the state to be the lowest.

To obtain (1), multiply (2) by $2\psi'$. Since $2\psi'\psi''=(\psi'^2)'$ and $2\psi\psi'=(\psi^2)'$,

$$-\frac{\hbar^2}{2m}(\psi'^2)'+(V-E)(\psi^2)'=0.$$

The product rule gives $(V-E)(\psi^2)'=[(V-E)\psi^2]'-V'\psi^2$, because $E$ is a constant. Hence

$$\frac{d}{dz}\left[-\frac{\hbar^2}{2m}\psi'^2+(V-E)\psi^2\right]=V'\psi^2. \tag{3}$$

Integrate from $0$ to $\infty$. The bracket vanishes at the upper limit. At the lower limit $\psi^2$ is proportional to $z^2$, so $(V-E)\psi^2$ vanishes even if $V\propto 1/z$, and the bracket equals $-(\hbar^2/2m)\psi'(0)^2$. Subtracting this lower value gives $+(\hbar^2/2m)\psi'(0)^2$ on the left, which is (1).

Two cases can be followed by hand. In a uniform field, $V=Fz$, the gradient is the constant $F$, so every bound state has $\psi'(0)^2=2mF/\hbar^2$, however high its energy. In the half-parabola $V=\hbar^2z^2/(2m\ell^4)$ the ground state is

$$\psi=\frac{2}{\pi^{1/4}\ell^{3/2}}\,z\,e^{-z^2/2\ell^2},\qquad \psi'(0)^2=\frac{4}{\sqrt\pi\,\ell^3},$$

so the left side of (1) is $2\hbar^2/(\sqrt\pi\,m\ell^3)$. On the right, $V'=\hbar^2z/(m\ell^4)$, and

$$\langle z\rangle=\frac{4}{\sqrt\pi\,\ell^3}\int_0^\infty z^3e^{-z^2/\ell^2}dz=\frac{4}{\sqrt\pi\,\ell^3}\,\frac{\ell^4}{2}=\frac{2\ell}{\sqrt\pi},$$

which gives the same value. A case with a gradient of both signs is $V=0.05z+0.1\sin 2z$, with $V$ in eV, $z$ in nm and $m=0.916\,m_0$. Its three lowest states, found numerically, satisfied (1) to within 0.1 %.

The reading of $S$ as a force follows from moving the wall to $z=a$ while $V(z)$ stays where it is. The state is now $\psi(z;a)$ with $\psi(a;a)=0$ for every $a$. Write $\chi=\partial\psi/\partial a$ at fixed $z$. Differentiating the boundary condition along the moving wall gives

$$\psi'(a)+\chi(a)=0,$$

and differentiating $(H-E)\psi=0$ gives $(H-E)\chi=(dE/da)\psi$. Multiply by $\psi$, integrate over $z>a$, and move the derivatives from $\chi$ to $\psi$ by two integrations by parts:

$$\frac{dE}{da}=\int_a^\infty\psi(H-E)\chi\,dz=-\frac{\hbar^2}{2m}\Big[\psi\chi'-\psi'\chi\Big]_a^\infty .$$

The remaining integral, $\int\chi(H-E)\psi\,dz$, is zero. The bracket vanishes at infinity, and at $a$ it equals $-\psi'(a)\chi(a)$, because $\psi(a)=0$. Therefore

$$\frac{dE}{da}=-\frac{\hbar^2}{2m}\psi'(a)\chi(a)=\frac{\hbar^2}{2m}\psi'(a)^2. \tag{4}$$

Pushing the wall inward costs energy, so the electron pushes the wall toward $-z$ and the wall pushes the electron toward $+z$ with force $S$. The potential exerts the mean force $-\langle V'\rangle$. In a stationary state the mean momentum does not change, and (1) states that these two forces cancel.

Now let the wall position vary slowly in the plane, $a=\Delta(x,y)$, with $\Delta$ positive into the semiconductor. To first order in $\Delta$, with $V(z)$ unchanged, and as long as the motion along $z$ follows the local wall, the subband energy acquires the local shift $S\Delta(x,y)$. This acts as a potential for the in-plane motion. Between plane waves normalized on an area $A$, whose wavevectors differ by $\mathbf q$, its matrix element is

$$M_{\mathbf q}=\frac{S}{A}\int \Delta(x,y)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .$$

In the golden rule the scattering rate is proportional to $|M_{\mathbf q}|^2$, hence to $S^2$, when the roughness, the in-plane mass and the screening are held fixed. By (1), $S$ may then be replaced by $\langle V'\rangle$.

The replacement needs a single wall. If a second hard wall stands at $z=L$, the integral of (3) keeps a term from the upper limit:

$$\frac{\hbar^2}{2m}\left[\psi'(0)^2-\psi'(L)^2\right]=\langle V'\rangle. \tag{5}$$

Only the difference of the two wall forces is fixed by the gradient. In a flat film, $V'=0$, the ground state $\psi=\sqrt{2/L}\,\sin(\pi z/L)$ gives at each wall

$$\frac{\hbar^2}{2m}\,\frac{2\pi^2}{L^3}=\frac{2E}{L},\qquad E=\frac{\hbar^2\pi^2}{2mL^2}.$$

The mean gradient is zero, yet moving one wall changes the energy at a rate proportional to $L^{-3}$. For $L=5$ nm and $m=0.916\,m_0$ the force on each wall is 0.00657 eV/nm. A uniform gradient of 0.0400 eV/nm across the same film changes the picture: the near wall then carries 0.04015 eV/nm and the far wall 0.00015 eV/nm. Their difference is the gradient, as (5) requires, and the one-wall formula is in error at the near wall by about 0.4 %.

A real barrier has a finite height $U$, and its mass $m_b$ may differ from $m$. Let the potential energy be $V(z)$ for $z>0$ and $U+V(z)$ for $z<0$, with $V$ continuous and $V(0)=0$. At the interface $\psi$ and $\psi'/m$ are continuous. Integrating (3) over each side, with the proper mass, gives

$$S+E\psi(0)^2=\int_0^\infty V'\psi^2dz,$$

$$-\frac{\hbar^2}{2m_b}\psi'(0^-)^2+(U-E)\psi(0)^2=\int_{-\infty}^0V'\psi^2dz,$$

where $S$ is now formed with the slope $\psi'(0^+)$ on the semiconductor side. Since $\psi'(0^-)=(m_b/m)\psi'(0^+)$, the first term of the second line is $-(m_b/m)S$. The sum of the two lines is

$$\langle V'\rangle=U\psi(0)^2+\left(1-\frac{m_b}{m}\right)S. \tag{6}$$

For equal masses this reads $U\psi(0)^2=\langle V'\rangle$: the force of the step is its height times the probability density at the step. As $U$ grows, $\psi(0)^2$ falls as $1/U$ and the product stays finite. For equal masses the hard-wall force is the limit of this product, which is why it survives although the density at the wall goes to zero. For unequal masses (6) shows that the product tends to $(m_b/m)S$ instead.

To see how fast the limit is reached, neglect the field inside the barrier. There $\psi\propto e^{\kappa z}$ with $\hbar^2\kappa^2/2m_b=U-E$, so the second line above becomes $(m_b/m)S=(U-E)\psi(0)^2$. Inserting this in (6) gives

$$\langle V'\rangle=S\left[1-\frac{m_b}{m}+\frac{m_b}{m}\frac{U}{U-E}\right]=S\left[1+\frac{m_b}{m}\,\frac{E}{U-E}\right]. \tag{7}$$

The slope expression lies below the mean gradient by a fraction of about $(m_b/m)E/U$. The mass step does not spoil the limit $U\to\infty$, but it changes the size of the correction.

In an inversion layer the potential comes largely from the electrons themselves, and (1) then gives the wall force without the wavefunction. Let $N_s$ be the sheet density of electrons in one subband and $N_d$ that of the depletion charge, taken to lie far behind the electrons. In the Hartree approximation, Gauss's law gives

$$V'(z)=\frac{e^2}{\varepsilon}\left[N_d+N_sG(z)\right],\qquad G(z)=\int_z^\infty\psi^2dz',$$

because the field at $z$ is set by the charge lying deeper than $z$. Since $G'=-\psi^2$, with $G(0)=1$ and $G(\infty)=0$,

$$\int_0^\infty\psi^2G\,dz=-\int_0^\infty GG'\,dz=\frac{G(0)^2-G(\infty)^2}{2}=\frac12,$$

and therefore

$$S=\frac{e^2}{\varepsilon}\left(N_d+\frac{N_s}{2}\right). \tag{8}$$

The factor one half expresses that an electron feels on average half of the electron sheet. The mass has dropped out: a lighter electron spreads further, and its slope adjusts so that $S$ is unchanged. When several subbands hold densities $N_i$, the same integration with the total density $n=\sum_iN_i\psi_i^2$ gives $\sum_iN_iS_i=(e^2/\varepsilon)(N_dN_s+N_s^2/2)$, where $N_s=\sum_iN_i$. Equation (8) then holds for the population-weighted mean of the $S_i$, each formed with its own mass.

For numbers, take a silicon (001) layer under oxide with rough typical parameters: $N_s=3\times10^{12}$ cm$^{-2}$, $N_d=1\times10^{12}$ cm$^{-2}$, $\varepsilon=11.7\,\varepsilon_0$ and mass $0.916\,m_0$ along the normal. In nanometres the densities are 0.03 and 0.01 nm$^{-2}$, and $e^2/\varepsilon=18.0951/11.7=1.5466$ eV nm. Equation (8) gives

$$S=1.5466\times(0.010+0.015)=0.038665\ \text{eV/nm},$$

an effective field of 0.387 MV/cm. The self-consistent solution of the Schrödinger and Poisson equations has its ground level 111.7 meV above $V(0)$, a mean distance of 1.70 nm from the wall and a slope $\psi'(0)=0.96415$ nm$^{-3/2}$. With $\hbar^2/2m=0.038100/0.916=0.041594$ eV nm$^2$, the slope gives $0.041594\times0.96415^2=0.038665$ eV/nm. The energy difference for a small wall displacement in the frozen potential gives the same value, so the two sides of (1), the derivative (4) and the sheet formula (8) agree. The Fermi energy is 18.9 meV above the subband edge, while the next levels lie 46.7 and 47.7 meV above it, so one filled subband is consistent at low temperature.

A displacement of 0.3 nm, a rough typical roughness height, changes the energy in linear order by $0.038665\times0.3=0.0116$ eV, or 11.6 meV. The full calculation in the frozen potential, continued to $z<0$ with its gradient at the wall, gives $+10.6$ meV for the wall moved inward and $-12.6$ meV for the wall moved outward, each about 9 % of the linear value away from it. The sign of the curvature can be derived. In the coordinate $u=z-a$ the wall is fixed and the potential is $V(u+a)$. Second-order perturbation theory for the ground state then gives

$$\frac{d^2E}{da^2}=\langle V''\rangle-2\sum_{n>0}\frac{|\langle n|V'|0\rangle|^2}{E_n-E_0}.$$

Here $V''=-(e^2/\varepsilon)N_s\psi_0^2$, with $\psi_0$ the state that generates the frozen potential, so both terms are negative. In a uniform field both vanish and the shift is linear in $a$.

With an oxide barrier of 3.1 eV and $m_b=0.5\,m_0$ in the same frozen potential, the ground level is 108.3 meV, and (7) predicts that $S$ lies 1.9 % below $\langle V'\rangle$. The computed values, 0.03983 and 0.04065 eV/nm, differ by 2.0 %; the computation continues the silicon field into the barrier, which (7) leaves out. In a real oxide the field is larger by the ratio of the permittivities, here three, and the difference grows slightly. The drop of the level by 3.4 meV has a simple reading. At the interface $\psi/\psi'=m_b/(m\kappa)$, with $\kappa=6.3$ nm$^{-1}$ here, so the wavefunction extrapolates to zero at a distance $0.546/6.3=0.087$ nm behind the interface. A hard wall moved outward by that distance lowers the energy by $0.038665\times0.087=0.0034$ eV, or 3.4 meV. The probability of finding the electron in the oxide is 0.06 %.

Exchange and image forces act differently on the wall force. A local exchange potential has the form $v_x=-Cn^{1/3}$, for which

$$\int_0^\infty n\,v_x'\,dz=-\frac C3\int_0^\infty n^{1/3}n'\,dz=-\frac C4\Big[n^{4/3}\Big]_0^\infty=0,$$

since the density vanishes at the wall and at infinity. For two equally filled valleys, with exchange acting within each valley, $C=(e^2/4\pi\varepsilon)(3/2\pi)^{1/3}$. In the self-consistent layer this lowers the ground level from 111.7 to 89.9 meV, measured from the Hartree potential at the wall, and leaves the wall force at 0.038665 eV/nm. The level depends on $C$ (the single-valley constant gives 84.2 meV); the wall force does not.

The image potential arises because the oxide has the smaller permittivity, here $\varepsilon_{ox}=3.9\,\varepsilon_0$. It repels the electron from the interface:

$$V_{im}=\frac{B}{z},\qquad B=\frac{e^2}{16\pi\varepsilon}\,\frac{\varepsilon-\varepsilon_{ox}}{\varepsilon+\varepsilon_{ox}}.$$

Equation (1) still holds with the total potential. In a layer made self-consistent with this term, the mean Hartree gradient is 0.038665 eV/nm, the image contributes $-0.01312$ eV/nm, and the slope expression falls to their sum, 0.0255 eV/nm. This is no longer the energy change per displacement, because the image moves with the wall and the condition of fixed $V$ behind (4) is broken. In the coordinate $u=z-a$ the potential is $V_H(u+a)+B/u$, where $V_H$ is the Hartree part, and only $V_H$ depends on $a$. First-order perturbation theory gives $dE/da=\langle V_H'\rangle$, and the computed energy difference is 0.038665 eV/nm. Taking the slope expression for this rate would underestimate it by 34 %. The mean gradient of the part of the potential that stays behind is the right quantity for a rigid displacement. For a rough interface this describes the wall and image parts only in the limit of slow variation in the plane: unless the wavelength of the roughness is much longer than the electron's distance from the wall, the image does not follow the wall rigidly and its change must be calculated separately.

Set beside a real transistor channel, the densities and the effective field are in the ordinary range for a conducting silicon inversion layer. The oxide field, 1.9 MV/cm, is well below the rough breakdown value of 10 MV/cm. The assumption that fails most clearly at room temperature is the single subband. At 300 K the self-consistent Hartree layer with the same sheet densities has 56 % of its electrons in the lowest subband and 35 % in the four valleys whose normal mass is $0.19\,m_0$. The wall force is 0.0455 eV/nm for the lowest subband, 18 % above (8), and 0.0310 eV/nm for the lowest level of the other valleys, 20 % below it. The weighted mean remains 0.038665 eV/nm. Since $V'$ decreases with $z$, the larger force belongs to the state with more weight near the wall. With the other factors held fixed and the wall displacement as the only perturbation, the rate in the lowest subband would be multiplied by $(0.0455/0.0387)^2\approx1.4$, so the mean force cannot stand for each subband separately.

The finite depth of the depletion layer matters little. For $10^{17}$ acceptors per cm$^3$ its width is $W=100$ nm, and the depletion part of $V'$ acquires the factor $1-z/W$. To first order this lowers the wall force by $(e^2N_d/\varepsilon)\langle z\rangle/W$, which is 0.7 % of $S$. Correlation, nonparabolic bands and the rearrangement of the electron charge along a rough interface are left out. The last of these screens the perturbation.

A further part of the bare perturbation is also missing from $S\Delta$: the polarization charge of the rough interface. Let $F_s=(e^2/\varepsilon)(N_d+N_s)$ be the gradient of $V$ at the wall on the silicon side; in the oxide it is $(\varepsilon/\varepsilon_{ox})F_s$. A corrugation $\Delta$ of wavevector $q$, with the gate much farther away than $1/q$, adds a potential energy $b\,e^{-qz}$ in the silicon and $a\,e^{qz}$ in the oxide. To first order, continuity of the potential at the displaced interface requires $b-a=(\varepsilon/\varepsilon_{ox}-1)F_s\Delta$, and continuity of the normal displacement field requires $\varepsilon_{ox}a=-\varepsilon b$. Hence

$$b=\frac{\varepsilon-\varepsilon_{ox}}{\varepsilon+\varepsilon_{ox}}\,F_s\Delta .$$

Thin gate oxides often violate the far-gate condition. With a gate at fixed potential a distance $t$ away, the oxide term is proportional to $\sinh q(z+t)$ and the denominator becomes $\varepsilon_{ox}+\varepsilon\tanh qt$, so $b$ is larger: the factor 0.5 rises to 0.69 for $t=1.2$ nm and $q=0.61$ nm$^{-1}$, and to 1.26 for $t=2$ nm and $q=0.1$ nm$^{-1}$. For the layer above with a distant gate, $b/\Delta=0.5\times0.0619=0.0309$ eV/nm at the interface, with the same sign as $S=0.0387$ eV/nm. The electron feels this value multiplied by the average of $e^{-qz}$ over its state, which is close to one only when $q\langle z\rangle\ll1$. Because the exponential is convex, the average is at least $e^{-q\langle z\rangle}$. At $q=2k_F=2\sqrt{\pi N_s}=0.61$ nm$^{-1}$, the largest wavevector for elastic scattering at the Fermi energy within one of the two filled valleys, this bound is 0.35, so the added term is still more than a quarter of $S$. The wall force therefore gives the effect of displacing the wall in a fixed potential, and not the full strength of roughness scattering at an interface between different dielectrics. The computed values are collected in the numerical output.

## Table of computed values

```
hbar^2/(2 m0): 0.038100 eV nm^2
e^2/eps0: 18.0951 eV nm
electron density N_s: 3.0 1e12 cm^-2
depletion density N_d: 1.0 1e12 cm^-2
normal mass: 0.916 m0
transverse mass: 0.190 m0
permittivity Si: 11.7 eps0
permittivity oxide: 3.9 eps0
-- low temperature, one subband, Hartree
ground energy above V(0): 111.74 meV
mean distance from wall: 1.700 nm
slope at wall: 0.96415 nm^-3/2
wall force from slope: 0.038665 eV/nm
mean potential gradient: 0.038665 eV/nm
sheet-density formula: 0.038665 eV/nm
force from energy difference: 0.038665 eV/nm
effective field: 0.3867 MV/cm
Fermi energy above subband: 18.90 meV
gap to next subband: 47.68 meV
gap to other valleys: 46.71 meV
wall displacement: 0.30 nm
linear energy change: 11.600 meV
energy change, wall inward: 10.605 meV
energy change, wall outward: -12.623 meV
-- film between two hard walls
film width: 5.0 nm
film potential gradient: 0.0400 eV/nm
near-wall force: 0.04015 eV/nm
far-wall force: 0.00015 eV/nm
each wall, flat film: 0.00657 eV/nm
-- finite oxide barrier
barrier height: 3.1 eV
oxide mass: 0.50 m0
ground energy: 108.30 meV
slope expression: 0.03983 eV/nm
mean gradient: 0.04065 eV/nm
slope shortfall: 2.03 %
probability in oxide: 0.0582 %
-- other neglected effects
exchange: ground energy: 89.94 meV
exchange: wall force: 0.03867 eV/nm
image: slope expression: 0.02555 eV/nm
image: mean Hartree force: 0.03866 eV/nm
image: mean image force term: -0.01312 eV/nm
image: energy change per nm: 0.03867 eV/nm
300 K: share in lowest subband: 56.2 %
300 K: share in other valleys: 34.9 %
300 K: lowest-subband force: 0.04552 eV/nm
300 K: other-valley lowest force: 0.03095 eV/nm
300 K: weighted mean force: 0.03867 eV/nm
acceptor density: 1.0 1e17 cm^-3
depletion width: 100 nm
depletion curvature correction: 0.68 %
oxide field: 1.86 MV/cm
```
